# The CABS Singles Correction for Hartree-Fock Basis Incompleteness: a program that tests the result

```python
# CABS singles correction for an unrestricted Hartree-Fock (UHF) determinant.
#
# Result under test:  E_S = - sum_{iA} f_Ai^2 / (e_A - e_i)
#   f    Fock matrix of the determinant optimized in a small orbital basis (OBS)
#   i    occupied spin orbitals
#   A    all other orbitals of a larger union basis: OBS virtuals + CABS, where
#        CABS is the orthogonal complement of the OBS in the union basis
#   e    eigenvalues of f inside the occupied block and inside the other block
# E_S estimates E_HF(union) - E_HF(OBS). It neglects the response R of the mean
# field in the energy expansion  E = E0 + 2 k.f + k.(gap + R)k + O(k^3),  where k
# are orbital rotations. The "coupled" step keeps R.
# Example: fluorine atom, nonrelativistic. Energies in hartree (Eh) or mEh.
import numpy as np
from scipy.constants import N_A, physical_constants
from scipy.linalg import eigh, eigvalsh, expm, null_space, solve_sylvester
from scipy.sparse.linalg import LinearOperator, cg
from pyscf import gto
from pyscf.scf.hf import dot_eri_dm


def shells(name, l_max):
    return [b for b in gto.basis.load(name, "F") if b[0] <= l_max]


union = gto.M(atom="F 0 0 0", spin=1, verbose=0,
              basis={"F": shells("cc-pvdz", 3) + shells("cc-pvtz", 3)
                     + shells("cc-pvqz", 3)})
S = union.intor("int1e_ovlp")
h = union.intor("int1e_kin") + union.intor("int1e_nuc")
eri = union.intor("int2e", aosym="s8")
s_val, s_vec = eigh(S)
keep = s_val > 1e-9
X = s_vec[:, keep] / np.sqrt(s_val[keep])      # orthonormal union basis


def embed(name):
    """Orthonormal basis of a standard basis set, written in the union basis."""
    small = gto.M(atom="F 0 0 0", basis=name, spin=1, verbose=0)
    coords = X.T @ gto.intor_cross("int1e_ovlp", union, small)
    metric = coords.T @ coords
    assert np.abs(metric - small.intor("int1e_ovlp")).max() < 1e-8
    val, vec = eigh(metric)
    return X @ coords @ vec / np.sqrt(val)


def complement(space, vectors):
    """Orthonormal complement of the given vectors inside a space."""
    return space @ null_space(vectors.T @ S @ space)


def energy_and_fock(occ):
    dens = np.array([c @ c.T for c in occ])
    coul, exch = dot_eri_dm(eri, dens, hermi=1)
    fock = h + coul.sum(axis=0) - exch
    return 0.5 * np.sum(dens * (h + fock)), fock


def hartree_fock(space, occ):
    """UHF in the given space, with DIIS; occ = [alpha, beta] start orbitals."""
    focks, errs = [], []
    for _ in range(80):
        energy, fock = energy_and_fock(occ)
        err = []
        for f, c in zip(fock, occ):
            fds = space.T @ f @ c @ (c.T @ S @ space)
            err.append(fds - fds.T)
        if np.abs(np.array(err)).max() < 1e-6:
            return energy, occ
        focks, errs = (focks + [fock])[-7:], (errs + [np.array(err)])[-7:]
        m = len(errs)
        overlaps = np.array([[np.vdot(a, b) for a in errs] for b in errs])
        system = np.ones((m + 1, m + 1))
        system[m, m] = 0.0
        system[:m, :m] = overlaps / overlaps.max()
        weights = np.linalg.lstsq(system, np.eye(m + 1)[m], rcond=None)[0][:m]
        mixed = np.tensordot(weights, np.array(focks), axes=1)
        occ = [space @ eigh(space.T @ f @ space)[1][:, :c.shape[1]]
               for f, c in zip(mixed, occ)]
    raise RuntimeError("SCF not converged")


def frame(occ):
    """Energy, Fock matrices and, per spin, (occupied, others, f_Ai, gaps)."""
    energy, fock = energy_and_fock(occ)
    sectors = []
    for f, c in zip(fock, occ):
        e_o, u = eigh(c.T @ f @ c)
        v = complement(X, c)
        e_v, w = eigh(v.T @ f @ v)
        o, v = c @ u, v @ w
        gap = e_v[:, None] - e_o[None, :]
        assert gap.min() > 0
        sectors.append((o, v, v.T @ f @ o, gap))
    return energy, fock, sectors


def singles(sectors):
    return -sum(np.sum(g**2 / gap) for _, _, g, gap in sectors)


def dot(a, b):
    return sum(np.sum(x * y) for x, y in zip(a, b))


def response(sectors, rot):
    """Coulomb and exchange parts of R acting on the rotations rot."""
    dens = np.array([v @ k @ o.T for (o, v, _, _), k in zip(sectors, rot)])
    dens = dens + dens.transpose(0, 2, 1)
    coul, exch = dot_eri_dm(eri, dens, hermi=1)
    total = coul.sum(axis=0)
    return ([v.T @ total @ o for o, v, _, _ in sectors],
            [-v.T @ x @ o for (o, v, _, _), x in zip(sectors, exch)])


def coupled_singles(sectors):
    """-f.(gap + R)^(-1).f by conjugate gradients."""
    def flat(parts):
        return np.concatenate([p.ravel() for p in parts])
    g = flat([s[2] for s in sectors])
    gaps = flat([s[3] for s in sectors])
    cut = sectors[0][2].size

    def hessian(x):
        x = np.ravel(x)
        rot = [x[:cut].reshape(sectors[0][2].shape),
               x[cut:].reshape(sectors[1][2].shape)]
        coul, exch = response(sectors, rot)
        return gaps * x + flat(coul) + flat(exch)
    size = (g.size, g.size)
    op = LinearOperator(size, matvec=hessian, dtype=float)
    pre = LinearOperator(size, matvec=lambda r: np.ravel(r) / gaps, dtype=float)
    step, info = cg(op, -g, M=pre)
    assert info == 0
    return g @ step


def rotated(sectors, rot, scale):
    """Occupied orbitals after the unitary rotation exp(scale * rot)."""
    new = []
    for (o, v, _, _), k in zip(sectors, rot):
        n = o.shape[1]
        gen = np.zeros((n + v.shape[1],) * 2)
        gen[n:, :n], gen[:n, n:] = scale * k, -scale * k.T
        new.append(np.hstack([o, v]) @ expm(gen)[:, :n])
    return new


def amplitude_equations(space, occ, fock):
    """Linear equations in unrotated orbitals, with and without OBS virtuals."""
    cabs = complement(X, space)
    full = cabs_only = inner = outer = 0.0
    for f, c in zip(fock, occ):
        virt = complement(space, c)
        n = virt.shape[1]
        v = np.hstack([virt, cabs])
        fvv, foo, fvo = v.T @ f @ v, c.T @ f @ c, v.T @ f @ c
        full += np.sum(fvo * solve_sylvester(fvv, -foo, -fvo))
        cabs_only += np.sum(
            fvo[n:] * solve_sylvester(fvv[n:, n:], -foo, -fvo[n:]))
        inner = max(inner, np.abs(fvo[:n]).max())
        outer = max(outer, np.linalg.norm(fvo[n:]))
    return full, cabs_only, inner, outer


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


# Hartree-Fock solutions; the closed-shell anion only supplies start orbitals.
dz, tz = embed("cc-pvdz"), embed("cc-pvtz")
start = dz @ eigh(dz.T @ h @ dz)[1][:, :5]
anion = hartree_fock(dz, [start, start])[1]
e_dz, occ_dz = hartree_fock(dz, [anion[0], anion[1][:, :4]])
e_tz, occ_tz = hartree_fock(tz, occ_dz)
e_union, occ_union = hartree_fock(X, occ_tz)
assert e_union < min(e_dz, e_tz)
to_kj = physical_constants["Hartree energy"][0] * N_A / 1e6    # mEh -> kJ/mol

print("Fluorine atom, UHF, one 2p hole")
print("functions in cc-pVDZ, cc-pVTZ, union:",
      dz.shape[1], tz.shape[1], X.shape[1])
show("smallest overlap eigenvalue of union * 1e6", s_val[0] * 1e6, "(no unit)", 4)
show("E_HF union", e_union, "Eh", 6)

for name, space, e_obs, occ in (("cc-pVDZ", dz, e_dz, occ_dz),
                                ("cc-pVTZ", tz, e_tz, occ_tz)):
    _, fock, sectors = frame(occ)
    estimate, coupled = singles(sectors), coupled_singles(sectors)
    full, cabs_only, inner, outer = amplitude_equations(space, occ, fock)
    missing = e_union - e_obs
    assert inner < 1e-5 and outer > 1e-3       # Brillouin holds only in the OBS
    assert abs(full - estimate) < 1e-7
    assert estimate < cabs_only < 0
    assert abs(estimate - missing) < 0.5 * abs(missing)
    assert abs(coupled - missing) < 0.2 * abs(missing)
    print("--", name)
    show("E_HF", e_obs, "Eh", 6)
    show("true change E_HF(union)-E_HF", 1e3 * missing, "mEh")
    show("true change, converted", 1e3 * missing * to_kj, "kJ/mol", 2)
    show("CABS singles E_S", 1e3 * estimate, "mEh")
    show("CABS singles, converted", 1e3 * estimate * to_kj, "kJ/mol", 2)
    show("E_S / true change", estimate / missing, "(no unit)", 4)
    show("E_S without OBS virtuals", 1e3 * cabs_only, "mEh")
    show("coupled step", 1e3 * coupled, "mEh")
    show("E_HF + E_S", e_obs + estimate, "Eh", 6)
    show("E_HF + E_S - E_HF(union)", 1e3 * (estimate - missing), "mEh")
    show("norm of occupied-CABS Fock block, larger spin", outer, "Eh", 4)

# Anatomy of the cc-pVDZ correction.
_, fock, sectors = frame(occ_dz)
e_s = singles(sectors)
step = [-g / gap for _, _, g, gap in sectors]
gap_part = dot(step, [s[3] * k for s, k in zip(sectors, step)])
coul, exch = response(sectors, step)
coul_part, exch_part = dot(step, coul), dot(step, exch)
curvature = gap_part + coul_part + exch_part
assert coul_part > 0

# Slope and curvature of the true energy functional by finite differences.
t = 0.05
e_plus = energy_and_fock(rotated(sectors, step, t))[0]
e_minus = energy_and_fock(rotated(sectors, step, -t))[0]
slope_fd = (e_plus - e_minus) / (2 * t)
curvature_fd = (e_plus + e_minus - 2 * e_dz) / (2 * t**2)
assert abs(slope_fd / (2 * e_s) - 1) < 1e-3
assert abs(curvature_fd / curvature - 1) < 1e-3

# Shift of the occupied eigenvalue sum of the frozen Fock matrix, weak coupling.
lam, shift = 0.1, 0.0
for f, (o, v, _, _) in zip(fock, sectors):
    n = o.shape[1]
    basis = np.hstack([o, v])
    mat = basis.T @ f @ basis
    mat[n:, :n] *= lam
    mat[:n, n:] *= lam
    shift += eigvalsh(mat)[:n].sum() - np.trace(mat[:n, :n])
assert abs(shift / lam**2 / e_s - 1) < 1e-3

e_one_step = energy_and_fock(rotated(sectors, step, 1.0))[0]
assert e_one_step > e_union - 1e-9
print("-- anatomy for cc-pVDZ")
for label, cols in (("1s", slice(0, 1)), ("2s", slice(1, 2)),
                    ("2p", slice(2, None))):
    part = -sum(np.sum((g**2 / gap)[:, cols]) for _, _, g, gap in sectors)
    show(f"E_S from {label}", 1e3 * part, "mEh")
show("squared norm of the rotations", dot(step, step), "(no unit)", 6)
show("gap part k.gap.k", 1e3 * gap_part, "mEh")
show("neglected Coulomb part", 1e3 * coul_part, "mEh")
show("neglected exchange part", 1e3 * exch_part, "mEh")
show("curvature, formula", 1e3 * curvature, "mEh")
show("curvature, finite difference", 1e3 * curvature_fd, "mEh")
show("slope, formula 2 E_S", 2e3 * e_s, "mEh")
show("slope, finite difference", 1e3 * slope_fd, "mEh")
show("eigenvalue-sum shift / coupling^2", 1e3 * shift / lam**2, "mEh")
show("one-step determinant - E_HF(union)", 1e3 * (e_one_step - e_union), "mEh")
for label, cols in (("1s", slice(0, 1)), ("2s and 2p", slice(1, None))):
    part = [np.zeros_like(k) for k in step]
    for p, k in zip(part, step):
        p[:, cols] = k[:, cols]
    stiff = dot(part, [s[3] * p for s, p in zip(sectors, part)])
    c_part, x_part = response(sectors, part)
    show(f"effective gap, {label}", stiff / dot(part, part), "Eh", 2)
    show(f"response/gap ratio, {label}",
         (dot(part, c_part) + dot(part, x_part)) / stiff, "(no unit)", 4)

# Determinants displaced from the union minimum towards the cc-pVDZ determinant.
_, _, top = frame(occ_union)
path = [v.T @ S @ c @ np.linalg.inv(o.T @ S @ c)
        for (o, v, _, _), c in zip(top, occ_dz)]
coul, exch = response(top, path)
force = [s[3] * k + c + x for s, k, c, x in zip(top, path, coul, exch)]
limit = dot(force, [q / s[3] for s, q in zip(top, force)]) / dot(path, force)
ratio_s, ratio_c = {}, {}
for s in (-0.2, -0.1, 0.1, 0.2):
    e_s_point, _, moved = frame(rotated(top, path, s))
    lowering = e_union - e_s_point
    ratio_s[s] = singles(moved) / lowering
    ratio_c[s] = coupled_singles(moved) / lowering
mean_s = 0.5 * (ratio_s[0.1] + ratio_s[-0.1])
mean_c = 0.5 * (ratio_c[0.1] + ratio_c[-0.1])
growth = (ratio_c[0.2] - ratio_c[-0.2]) / (ratio_c[0.1] - ratio_c[-0.1])
assert abs(mean_s - limit) < 2e-3
assert abs(mean_c - 1) < 2e-3
assert abs(growth - 2) < 0.2       # relative error linear: energy error is cubic
print("-- small displacements from the union minimum")
show("limit of E_S / true lowering, formula", limit, "(no unit)", 4)
show("same ratio, mean over s = +0.1 and -0.1", mean_s, "(no unit)", 4)
show("coupled / true lowering, s = 0.1", ratio_c[0.1], "(no unit)", 5)
show("coupled / true lowering, s = 0.2", ratio_c[0.2], "(no unit)", 5)
show("growth of odd relative error on doubling s", growth, "(no unit)", 3)
print("all good")
```

Running it gives:

```
Fluorine atom, UHF, one 2p hole
functions in cc-pVDZ, cc-pVTZ, union: 14 30 90
smallest overlap eigenvalue of union * 1e6: 0.3298 (no unit)
E_HF union: -99.414690 Eh
-- cc-pVDZ
E_HF: -99.375240 Eh
true change E_HF(union)-E_HF: -39.450 mEh
true change, converted: -103.58 kJ/mol
CABS singles E_S: -36.945 mEh
CABS singles, converted: -97.00 kJ/mol
E_S / true change: 0.9365 (no unit)
E_S without OBS virtuals: -36.822 mEh
coupled step: -39.560 mEh
E_HF + E_S: -99.412185 Eh
E_HF + E_S - E_HF(union): 2.505 mEh
norm of occupied-CABS Fock block, larger spin: 1.7184 Eh
-- cc-pVTZ
E_HF: -99.405525 Eh
true change E_HF(union)-E_HF: -9.165 mEh
true change, converted: -24.06 kJ/mol
CABS singles E_S: -8.728 mEh
CABS singles, converted: -22.91 kJ/mol
E_S / true change: 0.9523 (no unit)
E_S without OBS virtuals: -8.664 mEh
coupled step: -9.170 mEh
E_HF + E_S: -99.414252 Eh
E_HF + E_S - E_HF(union): 0.438 mEh
norm of occupied-CABS Fock block, larger spin: 0.9435 Eh
-- anatomy for cc-pVDZ
E_S from 1s: -2.228 mEh
E_S from 2s: -2.819 mEh
E_S from 2p: -31.898 mEh
squared norm of the rotations: 0.006220 (no unit)
gap part k.gap.k: 36.945 mEh
neglected Coulomb part: 0.108 mEh
neglected exchange part: -2.254 mEh
curvature, formula: 34.800 mEh
curvature, finite difference: 34.800 mEh
slope, formula 2 E_S: -73.890 mEh
slope, finite difference: -73.890 mEh
eigenvalue-sum shift / coupling^2: -36.945 mEh
one-step determinant - E_HF(union): 0.416 mEh
effective gap, 1s: 335.62 Eh
response/gap ratio, 1s: -0.0040 (no unit)
effective gap, 2s and 2p: 5.59 Eh
response/gap ratio, 2s and 2p: -0.0615 (no unit)
-- small displacements from the union minimum
limit of E_S / true lowering, formula: 0.9373 (no unit)
same ratio, mean over s = +0.1 and -0.1: 0.9373 (no unit)
coupled / true lowering, s = 0.1: 1.00023 (no unit)
coupled / true lowering, s = 0.2: 1.00047 (no unit)
growth of odd relative error on doubling s: 2.000 (no unit)
all good
```
